# Where trigonal warping reaches 10 percent on a gapped honeycomb lattice: a numerical check

```python
"""
Result under test: on a gapped nearest-neighbour honeycomb lattice the squared
hopping term near K is
  |f|^2 = (3/4) x^2 [1 + x cos(3 phi)/(2 sqrt 3) - x^2/16 + ...],  x = q a,
so its trigonal part reaches a fraction eps of the Dirac value at
  q = 2 sqrt(3) eps / a = (3 sqrt(3)/(2 pi)) eps |K-Gamma|.
Symbols: a lattice constant, t hopping, half_gap = half the band gap,
q wave vector from K, phi its angle from the direction K -> Gamma,
r3 = third-neighbour hopping / t, t2 = second-neighbour hopping / t.
Tests use a = 1 and t = 1; bands come from diagonalizing the Hamiltonian built
from an enumerated list of neighbours.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import jv

ROOT3 = np.sqrt(3.0)
K_POINT = np.array([4 * np.pi / 3, 0.0])
K_GAMMA = np.linalg.norm(K_POINT)

# Neighbour shells found by distance from an A site at the origin
cells = np.array([[i + 0.5 * j, 0.5 * ROOT3 * j]
                  for i in range(-3, 4) for j in range(-3, 4)])
b_sites = cells + np.array([0.5, ROOT3 / 6])


def shell(sites, distance):
    return sites[np.abs(np.linalg.norm(sites, axis=1) - distance) < 1e-9]


first = shell(b_sites, 1 / ROOT3)
second = shell(cells, 1.0)
third = shell(b_sites, 2 / ROOT3)
assert (len(first), len(second), len(third)) == (3, 6, 3)


def bands(x, phi, half_gap=0.01, r3=0.0, t2=0.0):
    """Lower and upper band at K + q, by diagonalization."""
    x, phi = np.broadcast_arrays(np.asarray(x, float), np.asarray(phi, float))
    k = K_POINT + np.stack([-x * np.cos(phi), -x * np.sin(phi)], axis=-1)
    hop = np.exp(1j * k @ first.T).sum(-1)
    hop = hop + r3 * np.exp(1j * k @ third.T).sum(-1)
    same = t2 * np.exp(1j * k @ second.T).sum(-1).real
    ham = np.zeros(x.shape + (2, 2), complex)
    ham[..., 0, 0] = same + half_gap
    ham[..., 1, 1] = same - half_gap
    ham[..., 0, 1] = hop
    ham[..., 1, 0] = np.conj(hop)
    return np.linalg.eigvalsh(ham)


def hopping_squared(x, phi, half_gap=0.01, r3=0.0):
    return bands(x, phi, half_gap, r3)[..., 1] ** 2 - half_gap ** 2


def deviation(x, phi, half_gap=0.01):
    """Relative departure of the squared hopping from its Dirac value."""
    return hopping_squared(x, phi, half_gap) / (0.75 * x ** 2) - 1


def third_harmonic(x, count=48):
    angles = 2 * np.pi * np.arange(count) / count
    return 2 * np.mean(deviation(x, angles) * np.cos(3 * angles))


# The expansion: its remainder must fall as the fifth power of x
def series(x, phi):
    return (0.75 * x**2 + ROOT3 / 8 * x**3 * np.cos(3 * phi)
            - 3 / 64 * x**4)


rest = [hopping_squared(x, 0.3) - series(x, 0.3) for x in (0.2, 0.1)]
assert 28 < rest[0] / rest[1] < 36

# Angular mean and third harmonic to all orders
mesh = 2 * np.pi * np.arange(48) / 48
for x in (0.35, 1.0):
    assert abs(third_harmonic(x) - 8 * ROOT3 * jv(3, x) / x**2) < 1e-9
    mean = np.mean(hopping_squared(x, mesh))
    assert abs(mean - (3 - 3 * jv(0, x))) < 1e-9


# Thresholds from the diagonalized bands
def threshold(eps, phi, half_gap=0.01):
    sign = 1 if np.cos(3 * phi) > 0 else -1
    guess = 2 * ROOT3 * eps
    return brentq(lambda x: sign * deviation(x, phi, half_gap) - eps,
                  0.5 * guess, 1.5 * guess, xtol=1e-12)


eps = 0.10
x_lead = 2 * ROOT3 * eps
x_gamma = threshold(eps, 0.0)
x_m = threshold(eps, np.pi)
x_harm = brentq(lambda x: third_harmonic(x) - eps, 0.2, 0.6)
assert abs(x_harm / x_lead - 1) < 0.02       # next order is x^2/16
for phi, sign in ((0.0, 1), (np.pi, -1)):
    small = threshold(0.01, phi)             # neglected order is eps^2
    assert abs(small / (2 * ROOT3 * 0.01 * (1 + sign * 0.0075)) - 1) < 5e-4
    for gap in (0.0, 0.5):                   # the gap must not matter
        assert abs(threshold(eps, phi, gap) - threshold(eps, phi)) < 1e-8
# No direction reaches the threshold before the one toward M
for x in np.linspace(0.02, x_m, 30):
    assert np.max(np.abs(deviation(x, mesh))) < eps + 1e-8

# Weight of the trigonal term in total and kinetic energy
x = 0.05
for gap in (0.005, 0.04, 0.5):
    e_dirac = np.sqrt(gap**2 + 0.75 * x**2)
    half_split = (bands(x, 0.0, gap)[1] - bands(x, np.pi, gap)[1]) / 2
    small_eps = x / (2 * ROOT3)
    shift = small_eps * (e_dirac**2 - gap**2) / (2 * e_dirac)
    assert abs(half_split / shift - 1) < 2e-3
    kinetic_part = half_split / (e_dirac - gap)
    weight = (e_dirac + gap) / (2 * e_dirac)
    assert abs(kinetic_part / (small_eps * weight) - 1) < 2e-3


# Area enclosed by a constant-energy contour
def contour_area(x0, count):
    angles = 2 * np.pi * np.arange(count) / count
    radii = [brentq(lambda s: hopping_squared(s, p) - 0.75 * x0**2,
                    0.7 * x0, 1.3 * x0, xtol=1e-13) for p in angles]
    return np.pi * np.mean(np.square(radii))


area_ratio = contour_area(x_lead, 48) / (np.pi * x_lead**2)
area_coarse = contour_area(x_lead, 24) / (np.pi * x_lead**2)
assert abs(area_ratio - area_coarse) < 1e-6
small_ratio = contour_area(0.1, 24) / (np.pi * 0.01)
assert abs((small_ratio - 1) / (0.01 / 8) - 1) < 0.02


# Farther hoppings
def third_factor(r3):
    return (1 + 4 * r3) / (1 - 2 * r3)


for r3 in (0.05, 0.10):
    values = hopping_squared(0.02, mesh, 0.01, r3)
    amplitude = 2 * np.mean(values * np.cos(3 * mesh)) / np.mean(values)
    assert abs(amplitude / (0.02 / (2 * ROOT3) * third_factor(r3)) - 1) < 2e-3
    velocity_sq = np.mean(values) / (0.75 * 0.02**2)
    assert abs(velocity_sq / (1 - 2 * r3)**2 - 1) < 2e-3
with_t2 = bands(0.4, 0.7, 0.01, 0.0, 0.04)
without = bands(0.4, 0.7)
expected = 0.04 * (hopping_squared(0.4, 0.7) - 3)
assert np.allclose(with_t2 - without, expected, atol=1e-10)


# Interband tunnelling: integrate the two-level equation through the gap
def tunnelling(g, span=20.0):
    def level(s):
        return np.linalg.eigh(np.array([[s, g], [g, -s]]))[1]

    def rate(s, y):
        return [-1j * (s * y[0] + g * y[1]), -1j * (g * y[0] - s * y[1])]
    run = solve_ivp(rate, (-span, span), level(-span)[:, 0].astype(complex),
                    method="DOP853", rtol=1e-8, atol=1e-10)
    return abs(level(span)[:, 1] @ run.y[:, -1])**2


# Worked example: rough values for graphene aligned on boron nitride
a_nm, t_ev, gap_ev, temp = 0.246, 2.8, 0.05, 300.0
half = gap_ev / 2
hv = ROOT3 / 2 * a_nm * t_ev                          # eV nm
speed = hv * 1e-9 * const.e / const.hbar              # m/s
q_star = x_lead / a_nm                                # 1/nm
e_star = np.hypot(half, hv * q_star)
warp = eps * (e_star**2 - half**2) / (2 * e_star)
weight = (e_star + half) / (2 * e_star)
density = q_star**2 / np.pi                           # 1/nm^2
e_gamma = t_ev * bands(x_lead, 0.0, half / t_ev)[1]
e_m = t_ev * bands(x_lead, np.pi, half / t_ev)[1]
assert abs((e_gamma - e_m) / 2 / warp - 1) < 0.02     # next order in x^2


def amplitude_at(n_cm2):
    return a_nm * np.sqrt(np.pi * n_cm2 * 1e-14) / (2 * ROOT3)


# Gate field in Gaussian form, checked against the SI form
kappa, breakdown = 3.9, 10.0                          # -, MV/cm
e_squared = const.alpha * const.hbar * const.c / const.e * 1e9  # eV nm
gate_field = 4 * np.pi * e_squared * density / kappa * 10       # MV/cm
si_field = const.e * density * 1e18 / (const.epsilon_0 * kappa) / 1e8
assert abs(gate_field / si_field - 1) < 1e-6
n_limit = density * 1e14 * breakdown / gate_field

thermal = const.k * temp / const.e
channel_kv = 10.0                                     # kV/cm
g_squared = half**2 / (hv * channel_kv * 1e-4)        # 1 kV/cm = 1e-4 V/nm
p_formula = np.exp(-np.pi * g_squared)
p_numeric = tunnelling(np.sqrt(g_squared))
assert abs(p_formula - p_numeric) < 2e-3              # finite time span

mismatch, moire_ev, t2_ev = 0.018, 0.03, 0.1
moire_nm = 1 / (1 / a_nm - 1 / (a_nm * (1 + mismatch)))
moire_edge = 2 * np.pi / (ROOT3 * moire_nm)           # half of shortest G
t2_shift = t2_ev * (hv * q_star / t_ev)**2

print("MODEL, trigonal amplitude 10 percent")
print(f"leading q*a                    {x_lead:.4f}")
print(f"leading q*/K-Gamma             {100*x_lead/K_GAMMA:.2f} %")
print(f"all-order harmonic q/K-Gamma   {100*x_harm/K_GAMMA:.2f} %")
print(f"total 10% toward M             {100*x_m/K_GAMMA:.2f} %")
print(f"total 10% toward Gamma         {100*x_gamma/K_GAMMA:.2f} %")
print(f"isotropic term at q*           {-100*x_lead**2/16:.2f} %")
print(f"total deviation at q*, Gamma   {100*deviation(x_lead, 0.0):.2f} %")
print(f"total deviation at q*, M       {100*deviation(x_lead, np.pi):.2f} %")
print("EXAMPLE INPUTS (rough)")
print(f"lattice constant               {a_nm:.3f} nm")
print(f"hopping                        {t_ev:.2f} eV")
print(f"band gap                       {gap_ev:.3f} eV")
print(f"temperature                    {temp:.0f} K")
print("EXAMPLE RESULTS")
print(f"hbar v                         {hv:.4f} eV nm")
print(f"Dirac velocity                 {speed:.3e} m/s")
print(f"K-Gamma distance               {K_GAMMA/a_nm:.3f} 1/nm")
print(f"q*                             {q_star:.3f} 1/nm")
print(f"Dirac energy from midgap       {e_star:.4f} eV")
print(f"trigonal energy shift +-       {warp:.4f} eV")
print(f"diagonalized E toward Gamma    {e_gamma:.4f} eV")
print(f"diagonalized E toward M        {e_m:.4f} eV")
print(f"kinetic-energy weight          {weight:.4f}")
print(f"carrier density                {density*1e14:.3e} 1/cm2")
print(f"contour area / Dirac area      {area_ratio:.5f}")
print(f"area shift, 24 to 48 angles    {abs(area_ratio-area_coarse):.1e}")
print(f"amplitude at 1e12 1/cm2        {100*amplitude_at(1e12):.2f} %")
print(f"amplitude at 1e13 1/cm2        {100*amplitude_at(1e13):.2f} %")
print("NEGLECTED EFFECTS AND LIMITS")
for r3 in (0.05, 0.10):
    print(f"t3/t = {r3:.2f}: coefficient times  {third_factor(r3):.3f}")
    print(f"   leading q*/K-Gamma          "
          f"{100*x_lead/K_GAMMA/third_factor(r3):.2f} %")
print(f"second-neighbour hopping       {t2_ev:.2f} eV")
print(f"its q-dependent common shift   {t2_shift:.4f} eV")
print(f"lattice mismatch               {100*mismatch:.1f} %")
print(f"moire period                   {moire_nm:.1f} nm")
print(f"moire zone edge                {moire_edge:.3f} 1/nm")
print(f"moire potential (rough)        {moire_ev:.3f} eV")
print(f"moire potential/trigonal shift {moire_ev/warp:.2f}")
print(f"thermal energy                 {thermal:.4f} eV")
print(f"thermal energy/Dirac energy    {100*thermal/e_star:.2f} %")
print(f"oxide dielectric constant      {kappa:.1f}")
print(f"gate field needed              {gate_field:.1f} MV/cm")
print(f"oxide breakdown (rough)        {breakdown:.0f} MV/cm")
print(f"density at breakdown           {n_limit:.2e} 1/cm2")
print(f"amplitude at that density      {100*amplitude_at(n_limit):.2f} %")
print(f"channel field                  {channel_kv:.0f} kV/cm")
print(f"tunnelling, formula            {p_formula:.4f}")
print(f"tunnelling, integrated         {p_numeric:.4f}")
print("all assertions hold")
```

Running it gives:

```
MODEL, trigonal amplitude 10 percent
leading q*a                    0.3464
leading q*/K-Gamma             8.27 %
all-order harmonic q/K-Gamma   8.33 %
total 10% toward M             7.77 %
total 10% toward Gamma         9.10 %
isotropic term at q*           -0.75 %
total deviation at q*, Gamma   9.18 %
total deviation at q*, M       -10.67 %
EXAMPLE INPUTS (rough)
lattice constant               0.246 nm
hopping                        2.80 eV
band gap                       0.050 eV
temperature                    300 K
EXAMPLE RESULTS
hbar v                         0.5965 eV nm
Dirac velocity                 9.063e+05 m/s
K-Gamma distance               17.028 1/nm
q*                             1.408 1/nm
Dirac energy from midgap       0.8404 eV
trigonal energy shift +-       0.0420 eV
diagonalized E toward Gamma    0.8781 eV
diagonalized E toward M        0.7943 eV
kinetic-energy weight          0.5149
carrier density                6.312e+13 1/cm2
contour area / Dirac area      1.01552
area shift, 24 to 48 angles    9.7e-09
amplitude at 1e12 1/cm2        1.26 %
amplitude at 1e13 1/cm2        3.98 %
NEGLECTED EFFECTS AND LIMITS
t3/t = 0.05: coefficient times  1.333
   leading q*/K-Gamma          6.20 %
t3/t = 0.10: coefficient times  1.750
   leading q*/K-Gamma          4.73 %
second-neighbour hopping       0.10 eV
its q-dependent common shift   0.0090 eV
lattice mismatch               1.8 %
moire period                   13.9 nm
moire zone edge                0.261 1/nm
moire potential (rough)        0.030 eV
moire potential/trigonal shift 0.71
thermal energy                 0.0259 eV
thermal energy/Dirac energy    3.08 %
oxide dielectric constant      3.9
gate field needed              29.3 MV/cm
oxide breakdown (rough)        10 MV/cm
density at breakdown           2.16e+13 1/cm2
amplitude at that density      5.84 %
channel field                  10 kV/cm
tunnelling, formula            0.0372
tunnelling, integrated         0.0372
all assertions hold
```
